# Setup and Numerator Algebra for the Electron's One-Loop Pauli Form Factor: verification in Python

```python
# One-loop Pauli form factor of the electron. Units hbar=c=1, m=1, metric (+,-,-,-).
# Vertex: ubar(p')[F1 gamma^mu + F2 i sigma^{mu nu} q_nu/(2m)]u(p), q=p'-p, t=q^2/m^2.
# Result under test, with f = F2/(alpha/2pi):
#   f(t) = int_0^1 dxi 1/(1 - t xi(1-xi)) = 1 + t/6 + t^2/30 + ...   (|t|<4)
#        = theta/sinh(theta) for t=-4 sinh^2(theta/2), phi/sin(phi) for t=4 sin^2(phi/2).
# Q2=-t; k = photon momentum; x,y,z = Feynman parameters of the incoming electron,
# outgoing electron and photon; Delta=(1-z)^2 - x y t.
# Main independent road: the 4D loop integral done without Feynman parameters.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import k0 as besselk0
from numpy.polynomial.legendre import leggauss

rng = np.random.default_rng(1)
g = np.array([1., -1., -1., -1.])
I2, I4, Z2 = np.eye(2), np.eye(4), np.zeros((2, 2))
pauli = [np.array(s, complex) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
glo = [g[a]*gam[a] for a in range(4)]
sigma = [[0.5j*(gam[a]@gam[b] - gam[b]@gam[a]) for b in range(4)] for a in range(4)]
slash = lambda v: sum(glo[a]*v[a] for a in range(4))
dot = lambda a, b: np.sum(g*a*b)
onshell = lambda v: np.array([np.sqrt(1 + np.dot(v, v)), *v])
pauli_term = lambda q, mu: sum(1j*sigma[mu][n]*g[n]*q[n] for n in range(4))/2
contract = lambda M: sum(gam[n]@M@glo[n] for n in range(4))
numer = lambda p, pp, k, mu: contract((slash(pp-k)+I4)@gam[mu]@(slash(p-k)+I4))
close = lambda a, b: np.allclose(a, b, rtol=1e-10, atol=1e-9)

# Dirac algebra on random on-shell momenta; sandwiching covers all spinor pairs
for trial in range(5):
    p, pp = onshell(rng.normal(size=3)), onshell(rng.normal(size=3))
    q, P, k = pp-p, pp+p, rng.normal(size=4)
    t = dot(q, q)
    x, y, z = rng.dirichlet([1, 1, 1])
    sw = lambda M: (slash(pp)+I4)@M@(slash(p)+I4)
    d1, d2 = dot(p-k, p-k)-1, dot(pp-k, pp-k)-1
    shift = x*p + y*pp
    ell = k - shift
    assert abs(x*d1 + y*d2 + z*dot(k, k) - (dot(ell, ell) - ((1-z)**2 - x*y*t))) < 1e-10
    for mu in range(4):
        assert close(sw(P[mu]*I4), sw(2*gam[mu] - 2*pauli_term(q, mu)))          # Gordon
        a, ap = p-k, pp-k
        assert close(numer(p, pp, k, mu), -2*(slash(a)@gam[mu]@slash(ap) + gam[mu] - 2*(a+ap)[mu]*I4))
        assert close(sw(slash(k)@(slash(ap)+I4)@gam[mu]@(slash(a)+I4)@slash(k)), d1*d2*sw(gam[mu]))
        assert close(sw(numer(p, pp, 0*k, mu)), 4*dot(p, pp)*sw(gam[mu]))        # infrared part
        assert close(contract(contract(gam[mu])), 4*gam[mu])                     # ultraviolet part
        lhs = sw(numer(p, pp, shift, mu))/(-2)
        odd = q[mu]*(z-2)*(x-y)*I4
        assert close(lhs, sw(gam[mu]*((1-x)*(1-y)*t + 1-2*z-z*z) + P[mu]*z*(z-1)*I4 + odd))
        assert close(lhs, sw(gam[mu]*((1-x)*(1-y)*t + 1-4*z+z*z) + pauli_term(q, mu)*2*z*(1-z) + odd))

# Breit frame: both structures give i (sigma x q), so the magnetic coupling is F1+F2
def spinors(p):
    return np.sqrt(p[0]+1)*np.vstack([I2, sum(pauli[j]*p[j+1] for j in range(3))/(p[0]+1)])
qv = np.array([0.3, -0.8, 0.5])
p, pp = onshell(-qv/2), onshell(qv/2)
u, ubar = spinors(p), spinors(pp).conj().T@gam[0]
for i in range(3):
    j, l = (i+1) % 3, (i+2) % 3
    cross = 1j*(pauli[j]*qv[l] - pauli[l]*qv[j])
    assert close(ubar@gam[i+1]@u, cross) and close(ubar@pauli_term(pp-p, i+1)@u, cross)

# Feynman-parameter identity, Wick rotation, Euclidean integral
A, B, C = 0.7, 2.3, 1.4
val = 2*dblquad(lambda y, x: (x*A + y*B + (1-x-y)*C)**-3, 0, 1, 0, lambda x: 1-x)[0]
assert abs(val*A*B*C - 1) < 1e-9
cuts = [-mp.inf] + list(mp.linspace(-4, 4, 33)) + [mp.inf]
for E2 in (mp.mpc(1.2, -0.6), mp.mpc(2.5, -0.8)):
    real_axis = mp.quad(lambda w: 1/(w*w - E2)**3, cuts)
    rotated = 1j*mp.quad(lambda w: 1/(-w*w - E2)**3, cuts)
    assert abs(real_axis/rotated - 1) < 1e-9
Delta = 1.7
eucl = 2*dblquad(lambda r, w: 4*pi*r*r/(w*w + r*r + Delta)**3, 0, np.inf, 0, np.inf)[0]/(2*pi)**4
assert abs(eucl*32*pi**2*Delta - 1) < 1e-6

def gauss(n, a, b):
    xs, ws = leggauss(n)
    return a + (b-a)*(xs+1)/2, ws*(b-a)/2
def f_closed(t):
    if t < 0:
        th = 2*np.arcsinh(np.sqrt(-t)/2); return th/np.sinh(th)
    ph = 2*np.arcsin(np.sqrt(t)/2); return ph/np.sin(ph)
def f_xi(t):
    return 2*quad(lambda s: 1/(1 - t*s*(1-s)), 0, 0.5, points=[1e-4, 1e-3, 1e-2], epsabs=1e-13, epsrel=1e-12)[0]
def f_simplex(t, weight=lambda x, y, z: 2*z*(1-z)):
    ang, wa = gauss(80, 0, pi/2); s, ws = gauss(20, 0, 1)   # polar coordinates in the x,y plane
    rmax = (1/(np.cos(ang) + np.sin(ang)))[:, None]
    r = rmax*s[None, :]
    x, y = r*np.cos(ang)[:, None], r*np.sin(ang)[:, None]
    z = 1-x-y
    return np.sum(wa[:, None]*ws[None, :]*rmax*r*weight(x, y, z)/((1-z)**2 - x*y*t))
for t in (-10., -4., -1., -0.01, 0.5, 3.0):
    assert abs(f_xi(t) - f_closed(t)) < 1e-10 and abs(f_simplex(t) - f_closed(t)) < 1e-9
    assert abs(f_simplex(t, lambda x, y, z: (z-2)*(x-y))) < 1e-11      # q^mu term vanishes
assert abs(f_simplex(0.) - 1) < 1e-12 and abs(f_xi(3.9) - f_closed(3.9)) < 1e-9
assert abs(f_xi(-1e4)/(2*np.log(1e4)/1e4) - 1) < 5e-4                  # next term is O(1/Q2)

# Series, radius of convergence, remainder bound
xi, th = sp.symbols('xi theta')
cn = [sp.integrate(sp.expand((xi*(1-xi))**n), (xi, 0, 1)) for n in range(5)]
assert cn == [sp.factorial(n)**2/sp.factorial(2*n+1) for n in range(5)] and cn[1] == sp.Rational(1, 6)
ts = sp.series(2 - 2*sp.cosh(th), th, 0, 10).removeO()
gap = sp.expand(sum(c*ts**n for n, c in enumerate(cn)) - sp.series(th/sp.sinh(th), th, 0, 10).removeO())
assert all(gap.coeff(th, n) == 0 for n in range(10))
coef = lambda n: factorial(n)**2/factorial(2*n+1)
assert abs(sum(coef(n)*(-3.)**n for n in range(150)) - f_xi(-3.)) < 1e-10
assert coef(150)*4.4**150 > 1e3 and coef(150)*3.6**150 < 1e-6
for Q2 in (0.01, 0.5, 2., 10.):
    assert 0 < f_xi(-Q2) - (1 - Q2/6) < Q2**2/30

# Direct loop integral in the Breit frame, trace projector, shifted vertical k0 contour
def f_loop(Q2):
    Q = np.sqrt(Q2)
    p, pp = onshell(np.array([0, 0, -Q/2])), onshell(np.array([0, 0, Q/2]))
    E, q, P = p[0], pp-p, pp+p
    Sp, Spp = slash(p)+I4, slash(pp)+I4
    probes = [glo, [g[a]*P[a]*I4 for a in range(4)], [g[a]*q[a]*I4 for a in range(4)]]
    basis = [gam, [pauli_term(q, a) for a in range(4)], [q[a]*I4 for a in range(4)]]
    pair = lambda T, V: sum(np.trace(Sp@T[a]@Spp@V[a]) for a in range(4))
    row = np.linalg.inv(np.array([[pair(T, V) for V in basis] for T in probes]))[1]
    proj = lambda V: sum(row[j]*pair(probes[j], V) for j in range(3))
    c0 = proj([numer(p, pp, np.zeros(4), m) for m in range(4)])
    c1 = np.array([proj([-contract(glo[a]@gam[m]@Sp + Spp@gam[m]@glo[a]) for m in range(4)]) for a in range(4)])
    c2 = np.array([[proj([contract(glo[a]@gam[m]@glo[b]) for m in range(4)]) for b in range(4)] for a in range(4)])
    assert abs(c0) < 1e-8 and abs(np.sum(g*np.diag(c2))) < 1e-8         # IR and UV finite
    kt = np.array([0.3, 0.4, -0.2, 0.7])
    assert abs(proj([numer(p, pp, kt, m) for m in range(4)]) - (c0 + c1@kt + kt@c2@kt)) < 1e-8
    uu, wu = gauss(80, 0, 1); cc, wc = gauss(32, -1, 1)
    h = 0.3
    tau = (h*np.arange(-60, 61))[None, None, :]
    k, wk = (uu/(1-uu))[:, None, None], (wu/(1-uu)**2)[:, None, None]
    c = cc[None, :, None]
    left = np.maximum(-k, E - np.sqrt(k*k - k*Q*np.abs(c) + E*E))       # rightmost left pole
    mid, half = (k+left)/2, (k-left)/2
    assert np.all(half > 0)
    kv = [mid + 1j*half*np.sinh(tau), k*np.sqrt(1-c*c), 0., k*c]
    act = (0, 1, 3)
    lin = sum(c1[a]*kv[a] for a in act)
    qua = sum(c2[a, b]*kv[a]*kv[b] for a in act for b in act)
    k2 = kv[0]**2 - k*k
    den = k2*(k2 - 2*E*kv[0] - Q*kv[3])*(k2 - 2*E*kv[0] + Q*kv[3])
    integrand = (lin+qua)/den - qua/(k2-1)**3      # subtracted traceless term integrates to zero
    total = np.sum(wk*k*k*wc[None, :, None]*h*half*np.cosh(tau)*integrand)
    res = (-1j*8*pi**2)*1j*2*pi*total/(2*pi)**4    # -i e^2 with e^2 = 8 pi^2 (alpha/2pi), dk0 = i dk4
    assert abs(res.imag) < 1e-8
    return res.real
nodes = np.array([0.1, 0.2, 0.3, 0.4, 0.5])
loops = {Q2: f_loop(Q2) for Q2 in (*nodes, 1.0, 4.0)}
for Q2, v in loops.items():
    assert abs(v - f_closed(-Q2)) < 1e-7
poly = np.polyfit(-nodes, [loops[s] for s in nodes], 4)
# tolerances set by the omitted t^5 term: about 4e-7 in the value and 1e-5 in the slope
assert abs(poly[-1] - 1) < 2e-6 and abs(poly[-2] - 1/6) < 4e-5

# Position-space density rho = K0(2r)/(pi r)
moment = lambda fn: sum(quad(lambda r: 4*r*besselk0(2*r)*fn(r), a, b, epsabs=1e-12)[0] for a, b in ((0, 1), (1, 30)))
for Q in (0.5, 2.0, 3.0):
    assert abs(moment(lambda r: np.sin(Q*r)/(Q*r)) - f_closed(-Q*Q)) < 1e-8
yuk = 2*quad(lambda s: np.exp(-0.7/np.sqrt(s*(1-s)))/(s*(1-s))/(4*pi*0.7), 0, 0.5, epsabs=1e-13)[0]
assert abs(yuk/(besselk0(1.4)/(pi*0.7)) - 1) < 1e-8
r2 = moment(lambda r: r*r)
assert abs(r2 - 1) < 1e-8 and abs(moment(lambda r: 1.) - 1) < 1e-8

# Worked example
alpha = const.alpha
mkeV = const.physical_constants['electron mass energy equivalent in MeV'][0]*1e3
lam_fm = const.hbar/(const.m_e*const.c)*1e15
a_ref = const.physical_constants['electron mag. mom. anomaly'][0]
a1 = alpha/(2*pi)
assert 0 < a1/a_ref - 1 < alpha/pi
Z = 16
za = Z*alpha
mom = lambda n: quad(lambda s: s**n/(s*s + 1)**4, 0, np.inf)[0]          # 1s momentum density, s=p/(Z alpha m)
prms = za*np.sqrt(mom(4)/mom(2))
assert abs(prms/za - 1) < 1e-8
Q2 = za**2
fS, fL = f_closed(-Q2), f_loop(Q2)
assert abs(fS - fL) < 1e-7
print(f"1/alpha = {1/alpha:.9f}")
print(f"m c^2 = {mkeV:.5f} keV")
print("series coefficients c0..c4 =", ", ".join(str(c) for c in cn))
print(f"direct loop, extrapolated f(0) = {poly[-1]:.7f}")
print(f"direct loop, extrapolated slope df/dt = {poly[-2]:.6f} (1/6 = {1/6:.6f})")
print(f"F2(0) = alpha/2pi = {a1:.9e}")
print(f"g = 2(1+F2(0)) = {2*(1+a1):.9f}")
print(f"CODATA anomaly (scipy.constants) = {a_ref:.9e}")
print(f"relative gap F2(0)/CODATA - 1 = {a1/a_ref-1:.4e}; alpha/pi = {alpha/pi:.4e}")
print(f"slope m^2 dF2/dq^2 = alpha/12pi = {a1/6:.6e}")
print(f"slope dF2/dq^2 = {a1/6/(mkeV/1e3)**2:.6e} MeV^-2")
print(f"m^2 <r^2> of F2 density = {r2:.8f}")
print(f"rms radius = {np.sqrt(r2)*lam_fm:.4f} fm")
print(f"threshold 2 m c^2 = {2*mkeV:.3f} keV")
print(f"S15+: Z = {Z}, Z alpha = {za:.8f}")
print(f"S15+: Q c = rms 1s momentum = {prms*mkeV:.4f} keV")
print(f"S15+: Q^2/m^2 = {Q2:.8e}")
print(f"S15+: theta = {2*np.arcsinh(za/2):.8f}")
print(f"S15+: Q^2/6m^2 = {Q2/6:.6e}, Q^4/30m^4 = {Q2**2/30:.6e}")
print(f"S15+: f slope form = {1-Q2/6:.9f}")
print(f"S15+: f with q^4 term = {1-Q2/6+Q2**2/30:.9f}")
print(f"S15+: f exact = {fS:.9f}")
print(f"S15+: f direct loop = {fL:.9f}")
print(f"S15+: exact minus slope form = {fS-1+Q2/6:.6e}")
print(f"S15+: F2 exact = {a1*fS:.9e}, slope form = {a1*(1-Q2/6):.9e}")
print(f"S15+: F2 - F2(0) = {a1*(fS-1):.6e}")
for s in (1.0, 4.0, 10.0):
    print(f"Q^2/m^2 = {s:g}: Q c = {np.sqrt(s)*mkeV:.1f} keV, f exact = {f_closed(-s):.7f}, slope form = {1-s/6:.7f}")
print(f"direct loop f at Q^2/m^2 = 1: {loops[1.0]:.7f}; at 4: {loops[4.0]:.7f}")
print(f"timelike f at q^2/m^2 = 1: {f_closed(1.):.7f}; at 3.9: {f_closed(3.9):.5f}")
print(f"Q^2/m^2 = 1e4: f = {f_xi(-1e4):.6e}, asymptote = {2*np.log(1e4)/1e4:.6e}")
print("tests ok")
```

Output:

```
1/alpha = 137.035999178
m c^2 = 510.99895 keV
series coefficients c0..c4 = 1, 1/6, 1/30, 1/140, 1/630
direct loop, extrapolated f(0) = 0.9999997
direct loop, extrapolated slope df/dt = 0.166659 (1/6 = 0.166667)
F2(0) = alpha/2pi = 1.161409732e-03
g = 2(1+F2(0)) = 2.002322819
CODATA anomaly (scipy.constants) = 1.159652180e-03
relative gap F2(0)/CODATA - 1 = 1.5156e-03; alpha/pi = 2.3228e-03
slope m^2 dF2/dq^2 = alpha/12pi = 1.935683e-04
slope dF2/dq^2 = 7.413003e-04 MeV^-2
m^2 <r^2> of F2 density = 1.00000000
rms radius = 386.1593 fm
threshold 2 m c^2 = 1021.998 keV
S15+: Z = 16, Z alpha = 0.11675764
S15+: Q c = rms 1s momentum = 59.6630 keV
S15+: Q^2/m^2 = 1.36323467e-02
S15+: theta = 0.11669142
S15+: Q^2/6m^2 = 2.272058e-03, Q^4/30m^4 = 6.194696e-06
S15+: f slope form = 0.997727942
S15+: f with q^4 term = 0.997734137
S15+: f exact = 0.997734119
S15+: f direct loop = 0.997734120
S15+: exact minus slope form = 6.176655e-06
S15+: F2 exact = 1.158778116e-03, slope form = 1.158770942e-03
S15+: F2 - F2(0) = -2.631616e-06
Q^2/m^2 = 1: Q c = 511.0 keV, f exact = 0.8608179, slope form = 0.8333333
Q^2/m^2 = 4: Q c = 1022.0 keV, f exact = 0.6232252, slope form = 0.3333333
Q^2/m^2 = 10: Q c = 1615.9 keV, f exact = 0.4188396, slope form = -0.6666667
direct loop f at Q^2/m^2 = 1: 0.8608179; at 4: 0.6232252
timelike f at q^2/m^2 = 1: 1.2091996; at 3.9: 9.04414
Q^2/m^2 = 1e4: f = 1.841740e-03, asymptote = 1.842068e-03
tests ok
```
